# Depolarization Shift and the Kohn Theorem in a Parabolic Quantum Well, part 1

(Sections cited here and not found follow in the second part.)

## First half: subbands, linear response and the depolarization shift

### Definitions and conventions

Electrons of charge $-e$ and mass $m$ are confined along $z$ by a potential energy $V_{\rm ext}(z)$ and move freely in the plane. The mass and the permittivity $\varepsilon$ are the same everywhere. SI units are used. The density per volume is $n(z)$, and $N_s=\int n\,dz$ is the density per area, with both spins counted. The compensating charges lie outside the well and produce no field in it.

The static levels are treated in the Hartree approximation. If $\Phi$ is the electrostatic potential of the electrons, then $\Phi''=-(-en)/\varepsilon=en/\varepsilon$. The potential energy of an electron is $V_H=-e\Phi$, so

$$V_H''=-\frac{e^2}{\varepsilon}n,\qquad V_H(z)=-\frac{e^2}{2\varepsilon}\int|z-z'|\,n(z')\,dz'. \tag{1}$$

The second form follows from $\partial_z^2|z-z'|=2\delta(z-z')$. An added constant has no effect. A linear term is excluded because the outer charges produce no field in the well.

The subbands are the solutions of

$$h\varphi_i=E_i\varphi_i,\qquad h=\frac{p^2}{2m}+V,\qquad V=V_{\rm ext}+V_H, \tag{2}$$

with real, normalized $\varphi_i$ and $E_0<E_1<\dots$. The well is assumed to rise without limit on both sides, faster than $|V_H|$ grows, so the levels are discrete and the $\varphi_i$ form a complete set. An electron with in-plane wavevector $k$ has energy $E_i+\hbar^2k^2/2m$. Let $u=\hbar^2k^2/2m$. The number of states per area, spin included, is $2\,(2\pi k\,dk)/(2\pi)^2=k\,dk/\pi=m\,du/(\pi\hbar^2)$. Integration over the Fermi function at temperature $T$ and chemical potential $\mu$ gives the population per area

$$N_i=\frac{m}{\pi\hbar^2}\int_0^\infty\frac{du}{1+e^{(E_i+u-\mu)/k_BT}}=\frac{mk_BT}{\pi\hbar^2}\ln\!\left(1+e^{(\mu-E_i)/k_BT}\right). \tag{3}$$

The density is $n=\sum_iN_i\varphi_i^2$. Equations (1) to (3) are solved together.

A pair of subbands is written $p=(i,j)$ with $i<j$. For each pair

$$E_p=E_j-E_i,\quad \Delta N_p=N_i-N_j,\quad \rho_p=\varphi_i\varphi_j,\quad z_p=\langle j|z|i\rangle .$$

At $T>0$, equation (3) makes $N_i$ fall as $E_i$ rises, so $E_p$ and $\Delta N_p$ are both positive.

The exciting field is uniform in the plane. It is directed along $z$ and adds the potential energy $U(z)\cos\omega t$; for a uniform field of amplitude $F$, $U=eFz$. Here $F$ is the field in the medium before the response of the electrons is added. Retardation across the thin electron layer is neglected, so Poisson's equation holds at each instant.

### The density response

**Lemma 1.** Let the electrons feel a total perturbation $\delta V(z)\cos\omega t$. To first order the density changes by $\delta n(z)\cos\omega t$, where

$$\delta n=\sum_p\frac{2\,\Delta N_pE_p}{(\hbar\omega)^2-E_p^2}\,\langle j|\delta V|i\rangle\,\rho_p . \tag{4}$$

*Proof.* Write the evolving subband state as $e^{-iE_it/\hbar}(\varphi_i+\chi_i)$. To first order the Schrödinger equation gives

$$i\hbar\,\partial_t\chi_i=(h-E_i)\chi_i+\delta V\cos\omega t\;\varphi_i .$$

Insert $\chi_i=\sum_j\varphi_j\left(x_je^{-i\omega t}+y_je^{i\omega t}\right)$ and $\cos\omega t=\tfrac12(e^{-i\omega t}+e^{i\omega t})$. Let $E_{ji}=E_j-E_i$ and $\delta V_{ji}=\langle j|\delta V|i\rangle$. Comparing the two time factors yields

$$\hbar\omega\,x_j=E_{ji}x_j+\tfrac12\delta V_{ji},\qquad -\hbar\omega\,y_j=E_{ji}y_j+\tfrac12\delta V_{ji}.$$

Therefore

$$x_j+y_j=\frac{\delta V_{ji}}{2}\left[\frac1{\hbar\omega-E_{ji}}-\frac1{\hbar\omega+E_{ji}}\right]=\frac{E_{ji}\,\delta V_{ji}}{(\hbar\omega)^2-E_{ji}^2}.$$

The first-order change of $|\varphi_i+\chi_i|^2$ is $2\varphi_i\,{\rm Re}\,\chi_i$. Since $x_j$ and $y_j$ are real, this equals $2\varphi_i\sum_j\varphi_j(x_j+y_j)\cos\omega t$. The perturbation does not depend on the in-plane position, so $k$ is conserved. As the subbands are parallel, $E_{ji}$ does not depend on $k$. The sum over $k$ then just multiplies the result by $N_i$:

$$\delta n=\sum_{i}\sum_jN_i\,\frac{2E_{ji}\,\delta V_{ji}}{(\hbar\omega)^2-E_{ji}^2}\,\varphi_i\varphi_j .$$

The term $j=i$ vanishes. Exchanging $i$ and $j$ changes the sign of $E_{ji}$ and leaves all other factors unchanged, apart from $N_i$. The terms $(i,j)$ and $(j,i)$ therefore combine into one term with $N_i-N_j$. This is (4). $\square$

The same exchange accounts for the Pauli principle: a transition between two equally populated subbands drops out.

### The coupled transitions

The total perturbation contains the field of the displaced electrons themselves:

$$\delta V=U+\delta V_H,\qquad \delta V_H(z)=-\frac{e^2}{2\varepsilon}\int|z-z'|\,\delta n(z')\,dz'. \tag{5}$$

Equations (4) and (5) constitute the linearized time-dependent Hartree theory, also called the random-phase approximation.

**Theorem 1.** The intersubband resonances are the eigenvalues $(\hbar\omega)^2$ of the real symmetric matrix

$$A_{pq}=E_p^2\,\delta_{pq}+2s_pK_{pq}s_q,\qquad s_p=\sqrt{\Delta N_pE_p}, \tag{6}$$

$$K_{pq}=-\frac{e^2}{2\varepsilon}\iint\rho_p(z)\,|z-z'|\,\rho_q(z')\,dz\,dz'. \tag{7}$$

*Proof.* Write $\delta n=\sum_pc_p\rho_p$. By (5), the matrix element of $\delta V$ for the pair $p$ is $U_p+\sum_qK_{pq}c_q$, where $U_p=\langle j|U|i\rangle$. Equation (4) is satisfied if

$$\left[(\hbar\omega)^2-E_p^2\right]c_p=2s_p^2\left(U_p+\sum_qK_{pq}c_q\right).$$

Set $c_p=s_py_p$, divide by $s_p$, and move the term with $K$ to the left:

$$\left[(\hbar\omega)^2-A\right]y=2\,(s_pU_p). \tag{8}$$

The bracket on the right denotes the vector with components $s_pU_p$. A free oscillation has $U=0$ and $y\neq0$, which requires $(\hbar\omega)^2$ to be an eigenvalue of $A$. $\square$

**Lemma 2.** Let $G_p(z)=\int_{-\infty}^z\rho_p\,dz'$. Then

$$K_{pq}=\frac{e^2}{\varepsilon}\int G_pG_q\,dz,\qquad G_p=\frac{\hbar^2}{2mE_p}\left(\varphi_j\varphi_i'-\varphi_i\varphi_j'\right). \tag{9}$$

*Proof.* Orthogonality gives $\int\rho_q\,dz=0$, so $\int_z^\infty\rho_q\,dz'=-G_q(z)$. The potential of $\rho_q$, called $W_q$, has the slope

$$W_q'(z)=-\frac{e^2}{2\varepsilon}\int{\rm sgn}(z-z')\rho_q(z')\,dz'=-\frac{e^2}{2\varepsilon}\left[G_q-(-G_q)\right]=-\frac{e^2}{\varepsilon}G_q .$$

Since $\rho_p=G_p'$ and $G_p$ vanishes at both ends, integration by parts gives

$$K_{pq}=\int G_p'W_q\,dz=-\int G_pW_q'\,dz=\frac{e^2}{\varepsilon}\int G_pG_q\,dz .$$

For the second formula, use $\varphi_i''=(2m/\hbar^2)(V-E_i)\varphi_i$:

$$\left(\varphi_j\varphi_i'-\varphi_i\varphi_j'\right)'=\varphi_j\varphi_i''-\varphi_i\varphi_j''=\frac{2m}{\hbar^2}(E_j-E_i)\varphi_i\varphi_j=\frac{2mE_p}{\hbar^2}\rho_p .$$

Integration from $-\infty$ gives (9). $\square$

Lemma 2 fixes the sign of the effect. For any coefficients $c_p$, the sum $\sum c_pK_{pq}c_q$ equals $(e^2/\varepsilon)\int(\sum_p c_pG_p)^2dz$, which cannot be negative. Half of this sum is the Coulomb energy per area of the induced charge. It acts as an additional stiffness. Consequently all eigenvalues of $A$ are positive, and the modes are stable oscillations.

### The single-transition formula

Keep the transition $0\to1$ alone, and let

$$S=\int G_{01}^2\,dz,\qquad E_{10}=E_1-E_0,\qquad \Delta N=N_0-N_1 .$$

The matrix $A$ then has one element, and

$$(\hbar\omega)^2=A_{11}=E_{10}^2+2E_{10}\,\Delta N\,\frac{e^2S}{\varepsilon}. \tag{10}$$

In this text the depolarization shift is the difference between the resonance energy and the spacing $E_{10}$ of the filled well. Equation (10) is its single-transition approximation. In this approximation the absorption line lies above $E_{10}$, since the field of the displaced charge pulls the electrons back and adds to the restoring force.

If the subband functions are stretched along $z$ without a change of shape, $G_{01}$ keeps its height and the length $S$ grows in proportion to their width. For a given $E_{10}$ and $\Delta N$, a larger $S$ gives a larger shift. At a fixed mass, however, a stretch by a factor $\lambda$ also divides $E_{10}$ by $\lambda^2$, as the second formula in (9) shows. While $\Delta N e^2S/\varepsilon\ll E_{10}$, the shift is close to $\Delta N e^2S/\varepsilon$ and grows with the width. In the opposite limit (10) gives a shift near $\sqrt{2E_{10}\Delta N e^2S/\varepsilon}$, which at fixed $\Delta N$ falls as $\lambda^{-1/2}$. Equation (10) is reliable if the coupling to the other transitions is weak. To second order in that coupling, the mode that starts from $0\to1$ has the squared energy

$$A_{11}-\sum_{q\ne01}\frac{A_{1q}^2}{A_{qq}-A_{11}},$$

where the index 1 stands for the pair $01$. The correction must be small compared with the term that produces the shift. This condition fails when another transition with appreciable coupling lies close in energy.

### Dipole strength

The position of a mode does not tell how strongly it absorbs. For $U=eFz$ the right side of (8) is $2eFX$, with

$$X_p=s_pz_p . \tag{11}$$

The dipole moment, divided by $-e$ and taken per area, is

$$D=\int z\,\delta n\,dz=\sum_pz_ps_py_p=X^{\mathsf T}y .$$

Let $v_k$ be the normalized eigenvectors of $A$, with eigenvalues $\epsilon_k^2$. Expanding $y$ in them gives

$$D=\frac{eFN_s\hbar^2}{m}\sum_k\frac{f_k}{(\hbar\omega)^2-\epsilon_k^2},\qquad f_k=\frac{2m}{\hbar^2N_s}(X\cdot v_k)^2 . \tag{12}$$

**Lemma 3.** The strengths satisfy $\sum_kf_k=1$.

*Proof.* The commutators are $[h,z]=-i\hbar p/m$ and $[z,[h,z]]=(-i\hbar/m)(i\hbar)=\hbar^2/m$. Written out, the double commutator is $2zhz-z^2h-hz^2$. Its expectation value in $\varphi_i$ is $2\sum_jE_{ji}z_{ji}^2$. Hence

$$\frac{2m}{\hbar^2}\sum_jE_{ji}z_{ji}^2=1 .$$

Multiply by $N_i/N_s$ and sum over $i$. The antisymmetry of $E_{ji}$ again joins the terms into pairs, so

$$1=\frac{2m}{\hbar^2N_s}\sum_p\Delta N_pE_pz_p^2=\frac{2m}{\hbar^2N_s}\,X\cdot X .$$

Since the $v_k$ are complete, $X\cdot X=\sum_k(X\cdot v_k)^2$. $\square$

### A well in which no theorem fixes the answer

The matrix (6) can be compared with the motion that it is meant to describe. Take a parabola with $\hbar\omega_0=14.31$ meV and oscillator length $\ell=8.92$ nm, and add the quartic term $0.1\,\hbar\omega_0(z/\ell)^4$. Fill the well with $N_s=1\times10^{11}$ cm$^{-2}$ at 4.2 K. The electrons then occupy essentially one subband.

The empty well has a spacing of 17.32 meV. The Hartree field of the electrons reduces it to $E_{10}=15.30$ meV. The single-transition formula (10) gives 17.624 meV, and the full matrix gives 17.618 meV. In a separate calculation the electrons received a small momentum kick, and the nonlinear time-dependent Hartree equation was followed in time. The dipole oscillated at 17.618 meV. The two results differ by about one part in $10^5$. The calculation in time uses neither equation (4) nor the matrix, so the comparison tests the whole chain from Lemma 1 to Theorem 1 for one populated subband.

Here the depolarization shift more than compensates the softening: the resonance lies 0.30 meV above the spacing of the empty well. The density therefore shifts the line in this well. The parabola behaves differently.

## Second half: the exact cancellation in a parabolic well

### Symbols and results taken over

The subbands $\varphi_i$ have energies $E_i$ and populations $N_i$ in the potential $V=V_{\rm ext}+V_H$. For a pair $p=(i<j)$, $E_p=E_j-E_i$, $\Delta N_p=N_i-N_j$, $\rho_p=\varphi_i\varphi_j$ and $z_p=\langle j|z|i\rangle$. The density response is (4). The resonances $(\hbar\omega)^2$ are the eigenvalues of $A_{pq}=E_p^2\delta_{pq}+2s_pK_{pq}s_q$, with $s_p=\sqrt{\Delta N_pE_p}$ and $K_{pq}=(e^2/\varepsilon)\int G_pG_q\,dz$. The dipole vector is $X_p=s_pz_p$, and the strengths $f_k$ in (12) add up to one. From here on

$$V_{\rm ext}=\tfrac12m\omega_0^2z^2,\qquad \ell=\sqrt{\hbar/(m\omega_0)} .$$

### Two identities of the static problem

**Lemma 4 (softening identity).** For every pair,

$$E_p^2z_p=(\hbar\omega_0)^2z_p+\frac{\hbar^2}{m}\langle j|V_H'|i\rangle . \tag{13}$$

*Proof.* From $[h,z]=-i\hbar p/m$ follows $E_pz_p=-(i\hbar/m)\langle j|p|i\rangle$, or

$$\langle j|p|i\rangle=\frac{im}{\hbar}E_pz_p . \tag{14}$$

From $[h,p]=i\hbar V'$ follows $E_p\langle j|p|i\rangle=i\hbar\langle j|V'|i\rangle$. Inserting (14) gives $\langle j|V'|i\rangle=mE_p^2z_p/\hbar^2$. Now use $V'=m\omega_0^2z+V_H'$ and multiply by $\hbar^2/m$. $\square$

For a symmetric density the identity shows that the Hartree field lowers $E_{10}$ at any density. By (1), $V_H'(z)=-(e^2/2\varepsilon)\int{\rm sgn}(z-z')n(z')dz'$ has the sign opposite to that of $z$. The function $\varphi_0$ has no node and $\varphi_1$ has one, at $z=0$, so $\varphi_0\varphi_1$ can be chosen to have the sign of $z$. Then $z_{01}>0$ and $\langle1|V_H'|0\rangle<0$, and (13) gives $E_{10}<\hbar\omega_0$. Physically, the repulsion pushes electrons away from the centre and weakens the restoring force on a single electron.

**Lemma 5.** The slope of the density is

$$n'=-\frac{2m}{\hbar^2}\sum_p\Delta N_pE_pz_p\,\rho_p . \tag{15}$$

*Proof.* Since $d/dz=ip/\hbar$, equation (14) gives $\langle j|d/dz|i\rangle=-(m/\hbar^2)E_{ji}z_{ji}$. It holds for either order of the levels. By completeness $\varphi_i'=-(m/\hbar^2)\sum_jE_{ji}z_{ji}\varphi_j$. Insert this into $n'=2\sum_iN_i\varphi_i\varphi_i'$. The antisymmetry of $E_{ji}$ joins the terms $(i,j)$ and $(j,i)$ into one with $N_i-N_j$. $\square$

The intersubband resonances are now the eigenvalues of a matrix $A$ with dipole strengths that add up to one, and for the parabola the identities (13) and (15) link the level spacings and the density slope to the dipole elements. It remains to show that these identities make a uniform field excite a single resonance at $\hbar\omega_0$, and to examine what this means for individual transitions, for theories beyond Hartree and for real wells.
